# Real-axis iterated perturbation theory by fast Fourier transform, with sum rules

## Definitions and conventions

Atomic units with \(\hbar=1\) are used in the algebra, and numerical energies are in eV. No length enters. \(T\) stands for \(k_BT\), and energies are measured from the chemical potential.

An impurity orbital \(d_\sigma\) with repulsion \(U\) couples to bath levels \(c_{k\sigma}\) of energy \(\varepsilon_k\) through real amplitudes \(V_k\). The system is paramagnetic, half filled and particle-hole symmetric, so the interaction can be written

\[
H_U=U\left(n_\uparrow-\tfrac12\right)\left(n_\downarrow-\tfrac12\right),
\]

with the impurity level at zero. The Hartree term \(U/2\) is thereby absorbed. The retarded function of two fermionic operators is

\[
\langle\langle A;B\rangle\rangle(t)=-i\theta(t)\langle\{A(t),B(0)\}\rangle ,
\]

and its transform carries \(e^{i\omega t}\). Then \(G=\langle\langle d_\uparrow;d_\uparrow^\dagger\rangle\rangle\). The Weiss function is

\[
G_0=\frac1{\omega-\Delta},\qquad \Delta=\sum_k\frac{V_k^2}{\omega-\varepsilon_k+i0},
\]

and \(\Sigma=G_0^{-1}-G^{-1}\). The Weiss spectrum \(A_0=-\mathrm{Im}\,G_0/\pi\) has unit area. With the Fermi function \(f\), its empty and occupied parts and their transforms are

\[
A_+=(1-f)A_0,\quad A_-=fA_0,\quad a_\pm(t)=\int d\varepsilon\,A_\pm(\varepsilon)e^{-i\varepsilon t}.
\]

## The second-order self-energy

The equations of motion are \(i\dot d_\uparrow=\sum_kV_kc_{k\uparrow}+F\) and \(i\dot c_{k\uparrow}=\varepsilon_kc_{k\uparrow}+V_kd_\uparrow\). Here \(F=[d_\uparrow,H_U]=Ud_\uparrow(n_\downarrow-\frac12)\), because \([d_\uparrow,n_\uparrow]=d_\uparrow\). Eliminating the bath gives

\[
G_0^{-1}G=1+\langle\langle F;d_\uparrow^\dagger\rangle\rangle .
\]

Correlations depend on time differences only, so the time derivative can be moved to the second operator:

\[
\langle\langle F;d_\uparrow^\dagger\rangle\rangle G_0^{-1}
=\langle\{F,d_\uparrow^\dagger\}\rangle+\langle\langle F;F^\dagger\rangle\rangle .
\]

The first term on the right is \(U\langle n_\downarrow-\frac12\rangle=0\). Hence

\[
G=G_0+G_0\langle\langle F;F^\dagger\rangle\rangle G_0 .
\]

Comparison with \(G=G_0+G_0\Sigma G_0+G_0\Sigma G_0\Sigma G_0+\dots\) gives

\[
\langle\langle F;F^\dagger\rangle\rangle=\Sigma+\Sigma G_0\Sigma+\dots
\]

The left side starts at order \(U^2\), so \(\Sigma\) does too, and the products on the right start at \(U^4\). To order \(U^2\), \(\Sigma\) is therefore \(\langle\langle F;F^\dagger\rangle\rangle\) evaluated in the state without interaction.

In that state the two spins factorize and Wick's theorem applies. With \(\delta n=n_\downarrow-\frac12\),

\[
\langle d(t)d^\dagger\rangle=a_+,\quad \langle d^\dagger d(t)\rangle=a_-,\quad
\langle\delta n(t)\delta n\rangle=\langle d^\dagger(t)d\rangle\langle d(t)d^\dagger\rangle=a_-^*a_+ .
\]

The opposite order gives \(\langle\delta n\,\delta n(t)\rangle=a_-a_+^*\). The two terms of the anticommutator add up to

\[
S(t)=U^2\left[a_+^2a_-^*+a_-^2a_+^*\right],\qquad
\Sigma(\omega)=-i\int_0^\infty dt\,e^{i\omega t}S(t).
\]

Iterated perturbation theory (IPT) uses this expression at any \(U\). For a general bath it is an approximation, with an error of order \(U^4\) at weak coupling. There is no \(U^3\) term: exchanging particles and holes for spin down alone reverses the sign of \(U\) and leaves \(G_\uparrow\) unchanged.

To see the convolution, insert the transforms and define \(S(\omega)=\frac1{2\pi}\int dt\,e^{i\omega t}S(t)\). The time integral yields \(\delta(\omega-\varepsilon_1-\varepsilon_2+\varepsilon_3)\), so

\[
S(\omega)=U^2\!\iint\! d\varepsilon_1d\varepsilon_2\left[A_+(\varepsilon_1)A_+(\varepsilon_2)A_-(\varepsilon_1+\varepsilon_2-\omega)+(+\leftrightarrow-)\right].
\]

The first term describes an added electron that decays into two electrons and a hole. The second is the same process for a hole. Since \(A_\pm\ge0\), also \(S\ge0\), and \(\mathrm{Im}\,\Sigma=-\pi S\) has the sign causality requires.

## Two poles by hand

Let the bath be one level at zero with amplitude \(v>0\). The one-particle levels are \(\pm v\), each with half its weight on the impurity. At \(T=0\) the lower one is filled:

\[
a_+=\tfrac12e^{-ivt},\qquad a_-=\tfrac12e^{ivt}.
\]

Each product has the prefactor \(\frac18\), and the phases add to \(e^{\mp3ivt}\):

\[
S(t)=\frac{U^2}{8}\left(e^{-3ivt}+e^{3ivt}\right)=\frac{U^2}{4}\cos3vt,
\]

\[
\Sigma(\omega)=\frac{U^2}{8}\left[\frac1{\omega-3v}+\frac1{\omega+3v}\right]=\frac{U^2}{4}\,\frac{\omega}{\omega^2-9v^2}.
\]

The poles sit at three times the level energy, because two particles and one hole cost \(v\) each.

Now use eight frequencies with spacing \(v\), from \(-4v\) to \(3v\). The time step is \(2\pi/(8v)=\pi/(4v)\), and the samples are \(S(t_m)=\frac{U^2}{4}\cos(3\pi m/4)\). The inverse transform at \(\omega=jv\) is

\[
S_j=\frac1{8v}\sum_{m=0}^7S(t_m)e^{2\pi ijm/8}.
\]

For \(j=\pm3\) the sum is \(\frac{U^2}{4}\sum_m\cos^2(3\pi m/4)=\frac{U^2}{4}\cdot4=U^2\). So \(S_{\pm3}=U^2/(8v)\), which times the spacing is the correct weight \(U^2/8\). All other \(S_j\) vanish by orthogonality.

With four frequencies, from \(-2v\) to \(v\), the time step doubles. The samples are \(\frac{U^2}{4}(1,0,-1,0)\), and these are also the samples of \(\frac{U^2}{4}\cos vt\). The transform puts the weight at \(\pm v\) instead of \(\pm3v\). The window holds \(A_0\) but not its triple convolution, and the part outside has been folded back.

If \(v=0\), all weight lies at zero energy, where \(f=\frac12\). Then \(a_\pm=\frac12\), \(S(t)=U^2/4\) and \(\Sigma=U^2/(4\omega)\). The isolated atom has levels at \(\pm U/2\), so

\[
G=\frac12\left[\frac1{\omega-U/2}+\frac1{\omega+U/2}\right]=\frac{\omega}{\omega^2-U^2/4},
\]

and \(\Sigma=\omega-G^{-1}=U^2/(4\omega)\). At half filling IPT is thus exact both for \(U\to0\) and for the isolated atom, and it interpolates between these two limits. The single bath level at zero is a further special case: at \(T=0\) its two-pole \(\Sigma\) is the exact self-energy for any \(U\). For a general bath at large \(U\), IPT remains an approximation. Away from half filling, this formula alone lacks both the static terms and the correct atomic limit.

## The general grid

Take \(N\) (even) frequencies \(\omega_j=j\,\delta\) with \(-N/2\le j<N/2\), in the window \([-W,W)\). Then \(\delta=2W/N\), and the time step is \(\tau=2\pi/(N\delta)=\pi/W\). The algorithm is:

1. Compute \(a_\pm(t_m)=\delta\sum_jA_\pm(\omega_j)e^{-2\pi ijm/N}\) with two FFTs.
2. Form \(S(t_m)\) point by point.
3. Sum over non-negative times with weights \(w_0=w_{N/2}=\frac12\) and \(w_m=1\) in between:

\[
\Sigma_j=-i\tau\sum_{m=0}^{N/2}w_mS(t_m)e^{2\pi ijm/N}.
\]

The frequency \(\omega=0\) must be the first array element before a standard FFT, and the order is restored afterwards. Steps 1 and 3 cost \(O(N\log N)\), and step 2 costs \(O(N)\). Two successive direct convolutions cost \(O(N^2)\).

**Imaginary part.** Because \(A_\pm\) are real, \(S(t_{N-m})=S(t_m)^*\). The half sum plus its complex conjugate is therefore the full sum, which equals \((2\pi/\tau)S_j\). The real part of the half sum is \((\pi/\tau)S_j\), and \(\mathrm{Im}\,\Sigma_j=-\pi S_j\) holds on the grid without further error.

**Window.** Sampling in time repeats \(S(\omega)\) with period \(2W\). If \(A_0\) lives in \([-B,B]\), \(S\) lives in \([-3B,3B]\), and the nearest image starts at \(2W-3B\). It stays clear of \(S\) if \(2W-3B\ge3B\), that is \(W\ge3B\). It stays clear of \(|\omega|<B\) if \(W\ge2B\). In a test with \(W=2B\), \(S\) was clean to rounding in the inner region and wrong by up to \(3.4\times10^{-3}\) eV in the outer one. This smaller window serves only for \(\mathrm{Im}\,\Sigma\) at \(|\omega|<B\). \(\mathrm{Re}\,\Sigma\) draws on \(S\) at all energies, and the periodic images change it in the inner region too. Even \(W\ge3B\), where nothing is folded, does not remove this error. It shrinks gradually as \(W\) grows, as the kernel derived next shows.

**Real part.** A unit weight at distance \(x=j\delta\) contributes \(\tau\sum_{m=1}^{N/2-1}\sin m\theta\) to \(\mathrm{Re}\,\Sigma\), with \(\theta=2\pi j/N\). Multiplying the sum by \(2\sin(\theta/2)\) makes it telescope:

\[
2\sin\tfrac\theta2\sum_{m=1}^{N/2-1}\sin m\theta=\cos\tfrac\theta2-\cos\!\left(\pi j-\tfrac\theta2\right)=\left[1-(-1)^j\right]\cos\tfrac\theta2 .
\]

The kernel is \(\tau\cot(\theta/2)=(\pi/W)\cot(\pi x/2W)\) for odd \(j\) and zero for even \(j\). This is a midpoint rule with step \(2\delta\) for the principal-value integral with kernel

\[
\frac{\pi}{2W}\cot\frac{\pi x}{2W}=\frac1x-\frac{\pi^2x}{12W^2}-\dots
\]

Two conditions follow. First, \(S\) must be smooth on the scale \(2\delta\). The two-pole example violates this. On its eight-point grid at \(\omega=2v\), the distances are \(-1\) and \(5\) steps, and the rule gives

\[
\frac{U^2}{8}\,\frac{\pi}{4v}\left[\cot\left(-\tfrac{\pi}{8}\right)+\cot\tfrac{5\pi}{8}\right]\approx-0.28\,\frac{U^2}{v},
\]

whereas the true value is \(-0.10\,U^2/v\). For sharp lines that sit on grid points the imaginary part is right, but the real part is in general wrong.

Second, the periodic images leave an error that falls only as \(1/W^2\). Let \(M_0=\int S\,d\omega\) and \(M_1=\int\omega S\,d\omega\). Integrating the second kernel term against \(S(\varepsilon)\), with \(x=\omega-\varepsilon\), gives \(-\pi^2(M_0\omega-M_1)/(12W^2)\). The leading error is removed for \(|\omega|\ll W\) by adding

\[
\frac{\pi^2}{12W^2}\left(M_0\omega-M_1\right).
\]

## Sum rules

Since \(S(t)=\int d\omega\,S(\omega)e^{-i\omega t}\), the moments are \(M_0=S(t=0)\) and \(M_1=i\dot S(0)\). Let \(n_\pm=\int A_\pm\) and \(\mu_\pm=\int\varepsilon A_\pm\). With \(n_++n_-=1\),

\[
M_0=U^2(n_+^2n_-+n_-^2n_+)=U^2n_+n_- .
\]

For the first moment, \(i\dot a_\pm(0)=\mu_\pm\) and \(i\dot a_\pm^*(0)=-\mu_\pm\), so

\[
M_1=U^2\left[2n_+n_-(\mu_++\mu_-)-n_+^2\mu_--n_-^2\mu_+\right].
\]

At half filling \(n_\pm=\frac12\) and \(\mu_+=-\mu_-\), hence \(M_0=U^2/4\) and \(M_1=0\). This \(M_0\) is the exact one for the symmetric model. The equal-time anticommutator is \(\{F,F^\dagger\}=U^2(n_\downarrow-\frac12)^2=U^2/4\) as an operator, and \(\Sigma G_0\Sigma\) falls off as \(\omega^{-3}\), so it does not affect the \(1/\omega\) tail.

A lopsided \(A_0\) tests the convolution and the moments where symmetry cannot hide a fault. It is not a physical use of IPT away from half filling. With \(U=2\) eV and \(n_-=0.53277\), the rule gives \(M_0=4\times0.53277\times0.46723=0.9957\) eV², as the FFT does. Both routes give \(M_1=0.039455\) eV³. For \(W=32\) eV the image factor is \(\pi^2/(12\times32^2)=8.03\times10^{-4}\) eV⁻². At \(\omega=-1.25\) eV the predicted error of \(\mathrm{Re}\,\Sigma\) has size

\[
8.03\times10^{-4}\times(0.9957\times1.25+0.0395)=1.03\times10^{-3}\ \text{eV}.
\]

This is the largest error found against a principal-value integral at the two frequencies tested. The correction lowers it to \(2.4\times10^{-6}\) eV.

## The self-consistency loop

On the Bethe lattice with semicircular half-bandwidth \(D\), the local function at \(\zeta=\omega-\Sigma\) is the decaying root of \(\frac{D^2}{4}G^2-\zeta G+1=0\):

\[
G=\frac{2}{\zeta+\sqrt{\zeta-D}\sqrt{\zeta+D}} .
\]

DMFT demands that the impurity function \(1/(\zeta-\Delta)\) equal \(G\). Dividing the quadratic equation by \(G\) gives \(\Delta=\zeta-G^{-1}=D^2G/4\), and so \(G_0=1/(\omega-D^2G/4)\). Start from \(\Sigma=0\), compute \(G\), \(G_0\) and a new \(\Sigma\), mix it with the old one, and repeat until \(\Sigma\) is stationary.

At large \(\omega\), \(\Delta\simeq D^2/(4\omega)\) and \(\Sigma\simeq U^2/(4\omega)\). Expanding \(G=1/(\omega-\Delta-\Sigma)\) gives

\[
G=\frac1\omega+\frac{D^2+U^2}{4\omega^3}+\dots
\]

The spectrum \(A=-\mathrm{Im}\,G/\pi\) thus has moments \(1\), \(0\) and \((D^2+U^2)/4\). For \(A_0\) the second moment is \(D^2/4\).

The sampling fails in the Mott insulator. The reason is plainest at \(T=0\). With a symmetric gap, \(G\simeq-c\,\omega\) near zero, where \(c=\int A/\varepsilon^2>0\). Then \(G_0\simeq1/[\omega(1+cD^2/4)]\) has a pole at \(\omega=0\), which must be split off and treated analytically. At temperatures well below the gap, \(A_0\) still carries this weight in a line at zero much narrower than \(T\), so a small finite \(T\) does not remove the difficulty. The example below stays in the metal.

## Scattering rate at low energy

If \(A_0\) is flat over energies of order \(T\) and \(|\omega|\) around zero, \(S=U^2A_0(0)^3I(\omega)\), where \(I\) is the integral over Fermi factors. Let \(b(x)=1/(e^{x/T}-1)\). The identity \(f(y+x)[1-f(y)]=b(x)[f(y)-f(y+x)]\), integrated over \(y\), gives \(x\,b(x)\). With particles and holes exchanged the result is \(x[1+b(x)]\). Weighting these with \(1-f(\varepsilon)\) and \(f(\varepsilon)\), where \(x=\varepsilon-\omega\), and adding gives

\[
I(\omega)=\int dx\,x\left[b(x)+f(x+\omega)\right].
\]

Its derivative is \(\int dy\,(y-\omega)f'(y)=\omega\). At \(\omega=0\) the bracket is \(1/\sinh(x/T)\), and \(\int du\,u/\sinh u=\pi^2/2\). Therefore \(I=(\omega^2+\pi^2T^2)/2\) and

\[
-\mathrm{Im}\,\Sigma(\omega)=\frac\pi2U^2A_0(0)^3\left(\omega^2+\pi^2T^2\right).
\]

## Worked example

The round parameters are \(D=1\) eV, \(W=32\) eV and \(N=16384\), so \(\delta=0.0039\) eV. For \(U=2\) eV and \(T=0.02\) eV, the loop converges in 32 steps. The second moment of \(A\) should be \((1+4)/4=1.25\) eV², and 1.249997 eV² is found. The integral of \(S\) is 1.000000 eV², equal to \(U^2/4\).

The scattering rate is \(\Gamma=-\mathrm{Im}\,\Sigma(0)=0.00676\) eV. At \(\omega=0\), \(\zeta=i\Gamma\), and the lattice formula gives

\[
A(0)=\frac{2}{\pi}\,\frac{1}{\Gamma+\sqrt{\Gamma^2+D^2}}=0.6323\ \text{eV}^{-1}.
\]

This is slightly below \(2/(\pi D)=0.6366\) eV⁻¹, the value reached when \(\Gamma\to0\). From \(G_0(0)=-4/[D^2G(0)]\) follows \(A_0(0)=4/[\pi^2D^2A(0)]=0.641\) eV⁻¹. The flat-spectrum law then gives

\[
\frac\pi2\times4\times0.641^3\times(0.02\pi)^2=0.0065\ \text{eV},
\]

about 3% below the full result. At \(T=0.01\) eV the difference is below 1%. Halving the temperature reduces \(\Gamma\) by a factor of 4.17, close to the factor 4 of the \(T^2\) law.

For \(U=1\) eV at \(T=0.02\) eV, \(A(0)\) agrees to the printed digits with that for \(U=2\) eV at \(T=0.01\) eV. The law explains this: it contains \(U\) and \(T\) at \(\omega=0\) only as the product \(UT\), and \(A_0(0)\) is itself fixed by \(\Gamma\).

Near \(\omega=0\), a band state of energy \(\varepsilon\) has the propagator \(1/(\omega-\varepsilon-\Sigma)\simeq Z/(\omega-Z\varepsilon+iZ\Gamma)\), where \(Z=1/(1-\partial_\omega\mathrm{Re}\,\Sigma)\) at \(\omega=0\). With \(Z=0.342\), the full width is \(2Z\Gamma=2\times0.342\times0.00676=0.0046\) eV, or \(1.7\times10^{-4}\) hartree. This is about a quarter of \(T\), so the quasiparticles are well defined at thermal energies. For \(U=1\) eV, \(Z=0.740\): the weaker repulsion narrows the band less.

## What the comparisons establish

Exact diagonalization of an impurity with two bath levels tests the \(U^2\) coefficient. At \(U=0.05\) eV the formula deviates by \(4.5\times10^{-5}\) of that coefficient. Doubling \(U\) multiplies the deviation by 3.99, as a next term of order \(U^4\) requires.

A separate IPT loop in imaginary time tests the converged solution through \(\Sigma(i\omega_n)=\int d\varepsilon\,S(\varepsilon)/(i\omega_n-\varepsilon)\), with \(\omega_n=(2n+1)\pi T\). For the first ten frequencies the two agree within \(1.0\times10^{-7}\) eV in all three cases. This shows that the IPT equations are solved accurately. It does not measure the error of IPT itself at \(U=2\) eV, and the sum rules do not measure it either.

Direct convolution on the same grid reproduces \(S\) to rounding. It took 617 ms against 3.8 ms for the FFT route in this run, a factor of about 160. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
D = 1.0 eV, W = 32 eV, N = 16384, grid step = 0.003906 eV
ED: rel. deviation at U=0.05 eV = 4.53e-05
ED: deviation/U^2 ratio, U=0.1 to 0.05 eV = 3.992
ED: atomic-limit error, U=2 eV = 4.6e-16 eV
Lopsided test: U = 2.0 eV, kT = 0.1 eV, n = 0.53277
S(w): FFT minus double quadrature = 5.0e-16 eV
Re Sigma error without image correction = 1.03e-03 eV
Re Sigma error with image correction = 2.35e-06 eV
M0: FFT 0.995705, rule 0.995705 eV^2
M1: FFT 0.039455, rule 0.039455 eV^3
Wrap-around, W=2B: inner 5.6e-17, outer 3.4e-03 eV
Low-energy law, largest relative error = 0.0039
-- U = 1.0 eV, kT = 0.02 eV (232.1 K), loops = 19
A moments 0,1,2: 1.000000, 0.0e+00 eV, 0.500000 eV^2
A0 norm 1.000000, second moment 0.250000 eV^2
integral of S = 0.250000 eV^2, U^2/4 = 0.250000 eV^2
Im Sigma(i w_0): real axis -0.022122, imag. -0.022122 eV
largest difference, first ten w_n = 6.1e-09 eV
Z = 0.7399, A(0) = 0.63559 1/eV
-Im Sigma(0) = 0.001616 eV, flat-A0 law 0.001608 eV
width -2 Z Im Sigma(0) = 0.002392 eV = 8.7900e-05 hartree
-- U = 2.0 eV, kT = 0.02 eV (232.1 K), loops = 32
A moments 0,1,2: 0.999999, 5.6e-17 eV, 1.249997 eV^2
A0 norm 1.000000, second moment 0.250000 eV^2
integral of S = 1.000000 eV^2, U^2/4 = 1.000000 eV^2
Im Sigma(i w_0): real axis -0.120327, imag. -0.120327 eV
largest difference, first ten w_n = 1.0e-07 eV
Z = 0.3420, A(0) = 0.63233 1/eV
-Im Sigma(0) = 0.006756 eV, flat-A0 law 0.006531 eV
width -2 Z Im Sigma(0) = 0.004621 eV = 1.6981e-04 hartree
-- U = 2.0 eV, kT = 0.01 eV (116.0 K), loops = 32
A moments 0,1,2: 0.999999, 5.6e-17 eV, 1.249997 eV^2
A0 norm 1.000000, second moment 0.250000 eV^2
integral of S = 1.000000 eV^2, U^2/4 = 1.000000 eV^2
Im Sigma(i w_0): real axis -0.059465, imag. -0.059465 eV
largest difference, first ten w_n = 1.0e-07 eV
Z = 0.3454, A(0) = 0.63559 1/eV
-Im Sigma(0) = 0.001620 eV, flat-A0 law 0.001608 eV
width -2 Z Im Sigma(0) = 0.001119 eV = 4.1131e-05 hartree
U = 2 eV: rate ratio, kT 0.02 to 0.01 eV = 4.170
zero-temperature value 2/(pi D) = 0.63662 1/eV
FFT minus direct convolution = 4.4e-16 eV
time: direct 617 ms, FFT 3.77 ms
```
